# The London formula and the conical intersection of equilateral H3

## 1. Three equal couplings

Place one electron on each of two sites. The operator \(P\) that exchanges their spins has eigenvalue \(+1\) on the triplet and \(-1\) on the singlet. If the energy depends on the spins alone, it can be written

\[
H=Q-JP,\qquad E_{\rm singlet}=Q+J,\qquad E_{\rm triplet}=Q-J. \tag{1}
\]

This fixes the sign convention. In a hydrogen molecule the singlet is the bonding state, so \(J<0\).

Now take three sites \(a,b,c\) with the same coupling \(J\) between every pair:

\[
H=Q-J(P_{ab}+P_{bc}+P_{ca}). \tag{2}
\]

The product \(\mathbf s_i\cdot\mathbf s_j\), in units with \(\hbar=1\), is \(\tfrac14\) in a triplet and \(-\tfrac34\) in a singlet. Hence \(P_{ij}=\tfrac12+2\,\mathbf s_i\cdot\mathbf s_j\), which reproduces both eigenvalues of \(P_{ij}\). The square of the total spin is \(S(S+1)=\tfrac94+2\sum_{i<j}\mathbf s_i\cdot\mathbf s_j\), because each spin contributes \(\tfrac34\). Therefore

\[
\sum_{i<j}P_{ij}=\tfrac32+S(S+1)-\tfrac94=S(S+1)-\tfrac34. \tag{3}
\]

This is 3 for the quartet, \(S=\tfrac32\), and 0 for a doublet, \(S=\tfrac12\). The eight spin states comprise one quartet (four states) and two doublets (two states each). The quartet has energy \(Q-3J\), and both doublets have energy \(Q\).

With equal couplings, three spins cannot form three singlet pairs, and the two independent ways of coupling them to a doublet have the same energy. Unequal couplings separate these doublets. The London formula gives the separation.

## 2. Where the exchange Hamiltonian comes from

### Orthonormal orbitals

Let \(a,b,c\) be real spatial orbitals, each holding one electron, and let \(\sigma\) be a three-electron spin function. The antisymmetric state is

\[
|\Psi_\sigma\rangle=\sqrt6\,\mathcal A\,|abc\rangle|\sigma\rangle,\qquad
\mathcal A=\frac16\sum_P\varepsilon_P P, \tag{4}
\]

where \(|abc\rangle=a(1)b(2)c(3)\), \(P\) permutes electrons in space and spin, and \(\varepsilon_P=\pm1\) is its parity. The antisymmetrizer is Hermitian, satisfies \(\mathcal A^2=\mathcal A\), and commutes with the spin-free electronic Hamiltonian \(\hat H\). One antisymmetrizer therefore suffices in a matrix element:

\[
\langle\Psi_\sigma|\hat H|\Psi_{\sigma'}\rangle
=\sum_P\varepsilon_P\langle abc|\hat H|P\,abc\rangle\,\langle\sigma|P|\sigma'\rangle. \tag{5}
\]

The overlap matrix follows on replacing \(\hat H\) by 1. In the reference product, electrons 1, 2, 3 belong to sites \(a,b,c\), so the spin permutations act as permutations of site spins.

Assume first that the orbitals are orthonormal. Only the identity then contributes to the overlap matrix, which is the unit matrix. The Hamiltonian contains one-electron terms \(h\), two-electron repulsions and the constant nuclear repulsion \(V_{\rm nn}\). Its permutations contribute as follows.

- The identity gives
\[
Q=V_{\rm nn}+h_{aa}+h_{bb}+h_{cc}+(aa|bb)+(bb|cc)+(cc|aa). \tag{6}
\]
- The exchange of \(a\) and \(b\) changes the orbitals of two electrons. A one-electron operator leaves at least one factor \(\langle a|b\rangle=0\). Only the repulsion between those two electrons survives, giving \(K_{ab}=(ab|ab)\). The odd parity supplies a minus sign.
- A cyclic permutation changes the orbitals of all three electrons. An operator acting on at most two electrons leaves a vanishing overlap for the third.

The result is \(H=Q-\sum K_{ij}P_{ij}\), so \(J_{ij}=K_{ij}\). But \(K_{ij}\) is the electrostatic self-repulsion of the charge distribution \(ij\), and is positive. It puts the triplet below the singlet, contrary to bonding in hydrogen. In an orthonormal description the negative \(J\) must come from configurations omitted so far.

### Mixing with ionic configurations

Consider a model with hopping matrix elements \(-t_{ij}\) and an energy \(U\) for two electrons on one site, with \(|t_{ij}|\ll U\) and direct exchange neglected. A hop from \(i\) to \(j\) leaves \(i\) empty and \(j\) doubly occupied. A second hop restores single occupancy everywhere if an electron returns from \(j\) to \(i\), and in no other way. The second-order energy is therefore a sum over pairs.

A triplet pair cannot hop, because two parallel spins cannot share an orbital. The singlet has spatial part \((ij+ji)/\sqrt2\), and its matrix element with the ionic state \(jj\) is

\[
\frac{-t_{ij}-t_{ij}}{\sqrt2}=-\sqrt2\,t_{ij}. \tag{7}
\]

The ionic state \(ii\) gives the same value. The two together lower the singlet by \(2(2t_{ij}^2)/U=4t_{ij}^2/U\). Since \((1-P_{ij})/2\) projects onto the singlet,

\[
-\frac{4t_{ij}^2}{U}\,\frac{1-P_{ij}}2
=-\frac{2t_{ij}^2}{U}+\frac{2t_{ij}^2}{U}P_{ij}. \tag{8}
\]

Comparison with (1) gives \(J_{ij}=-2t_{ij}^2/U\), together with an equal contribution to \(Q\). This is the antiferromagnetic sign needed for bonding. In the numerical check on a triangle with unequal hoppings, the largest error in the two doublet energies falls from \(2.71\times10^{-6}U\) to \(1.70\times10^{-7}U\) when every \(t_{ij}\) is halved. The factor of 15.97 is what a remainder of fourth order in \(t\) would give.

Both routes lead to

\[
H=Q-J_{ab}P_{ab}-J_{bc}P_{bc}-J_{ca}P_{ca}. \tag{9}
\]

## 3. The two doublet energies

Spin conservation allows us to work at spin projection \(M=+\tfrac12\). The three product states are \(\alpha\alpha\beta\), \(\alpha\beta\alpha\) and \(\beta\alpha\alpha\), with spins listed in the order \(a,b,c\). Their equal-weight sum belongs to the quartet. The two doublets span the space orthogonal to it, with orthonormal basis

\[
|s\rangle=\frac{\alpha\beta\alpha-\beta\alpha\alpha}{\sqrt2},\qquad
|t\rangle=\frac{2\alpha\alpha\beta-\alpha\beta\alpha-\beta\alpha\alpha}{\sqrt6}. \tag{10}
\]

Spins \(a,b\) form a singlet in \(|s\rangle\) and a triplet in \(|t\rangle\), so \(P_{ab}\) has diagonal elements \(-1,+1\) and no off-diagonal element.

For the second exchange, \(P_{bc}|s\rangle=(\alpha\alpha\beta-\beta\alpha\alpha)/\sqrt2\). Its components are

\[
\langle s|P_{bc}|s\rangle=\frac12,\qquad
\langle t|P_{bc}|s\rangle=\frac{2+1}{\sqrt{12}}=\frac{\sqrt3}{2}. \tag{11}
\]

The matrix is real and symmetric, and its square is the identity, so its columns are orthonormal. Orthogonality to the first column fixes the remaining diagonal element at \(-\tfrac12\). Similarly, \(P_{ca}|s\rangle=(\alpha\beta\alpha-\alpha\alpha\beta)/\sqrt2\) has components \(\tfrac12\) and \((-1-2)/\sqrt{12}=-\sqrt3/2\). Thus

\[
P_{ab}=\begin{pmatrix}-1&0\\0&1\end{pmatrix},\quad
P_{bc}=\begin{pmatrix}\frac12&\frac{\sqrt3}{2}\\\frac{\sqrt3}{2}&-\frac12\end{pmatrix},\quad
P_{ca}=\begin{pmatrix}\frac12&-\frac{\sqrt3}{2}\\-\frac{\sqrt3}{2}&-\frac12\end{pmatrix}. \tag{12}
\]

They add to zero, as (3) requires. Inserting them into (9) gives

\[
H=Q+\begin{pmatrix}x&y\\y&-x\end{pmatrix},\qquad
\begin{aligned}
x&=J_{ab}-\tfrac12(J_{bc}+J_{ca}),\\
y&=\tfrac{\sqrt3}{2}(J_{ca}-J_{bc}).
\end{aligned} \tag{13}
\]

The characteristic equation is \((E-Q)^2-x^2-y^2=0\). Expanding the two squares,

\[
\begin{aligned}
x^2&=J_{ab}^2-J_{ab}J_{bc}-J_{ab}J_{ca}
+\tfrac14J_{bc}^2+\tfrac12J_{bc}J_{ca}+\tfrac14J_{ca}^2,\\
y^2&=\tfrac34J_{bc}^2-\tfrac32J_{bc}J_{ca}+\tfrac34J_{ca}^2.
\end{aligned} \tag{14}
\]

Their sum is

\[
x^2+y^2=J_{ab}^2+J_{bc}^2+J_{ca}^2-J_{ab}J_{bc}-J_{bc}J_{ca}-J_{ca}J_{ab}. \tag{15}
\]

In the sum of the three squared differences, each \(J^2\) appears twice and each product has coefficient \(-2\). The right side of (15) is half that sum, so

\[
\boxed{E_\pm=Q\pm\sqrt{\tfrac12\left[(J_{ab}-J_{bc})^2+(J_{bc}-J_{ca})^2+(J_{ca}-J_{ab})^2\right]}} \tag{16}
\]

This is the London formula. Every exchange operator equals 1 on the quartet, whose energy is \(Q-J_{ab}-J_{bc}-J_{ca}\).

Two limits show how bonding is shared. If \(c\) is remote, \(J_{bc}=J_{ca}=0\) and \(E_\pm=Q\pm|J_{ab}|\). For \(J_{ab}<0\), the lower energy is that of a singlet molecule and a free atom. If instead \(J_{ab}=J_{bc}=J\) and \(J_{ca}=0\), as in a symmetric chain with negligible end-to-end coupling, the root is again \(|J|\). For \(J<0\) and measured from \(Q\), two neighbouring bonds then lower the energy by no more than one does, because the middle spin cannot form a singlet with both neighbours. Any gain from the second bond lies in \(Q\): in the hopping model each bond adds \(-2t^2/U\) to \(Q\), so the chain lies at \(-6t^2/U\), against \(-4t^2/U\) for one bond.

The form of (9) is less restrictive than its derivation suggests. Two doublets described by a real symmetric \(2\times2\) matrix, together with one quartet energy, require four numbers. The parameters \(Q,J_{ab},J_{bc},J_{ca}\) supply them: \(x\) and \(y\) fix the differences of the \(J\)'s, and the quartet fixes their sum. The substantial approximation enters when each \(J_{ij}\), and each pair contribution to \(Q\), is taken from an isolated pair, independent of the third atom. Section 6 shows both errors at the equilateral triangle. The full-CI doublet energy fixes \(Q=-1.5197\) hartree, against \(-1.5068\) from pair data. One third of the doublet energy minus the quartet energy fixes \(J=-0.099\) hartree, against \(-0.117\).

## 4. The conical intersection

The square root vanishes if and only if each squared difference vanishes:

\[
J_{ab}=J_{bc}=J_{ca}. \tag{17}
\]

Let \(J_{ij}=J(r_{ij})\), with the same strictly monotonic function for each pair. Equal couplings then imply equal distances, so within this model the doublets meet at equilateral triangles and nowhere else. The condition of monotonicity matters, since a function taking the same value at two distances could also produce a crossing at another shape. For H2 in the basis used below, \(J\) is negative and rises monotonically on the tested grid from 1 to 5 bohr.

Degeneracy alone does not make a cone; the separation must grow linearly. Describe triangles near side \(R\) by

\[
\begin{aligned}
r_{ab}&=R+\rho\cos\phi,\\
r_{bc}&=R+\rho\cos(\phi+2\pi/3),\\
r_{ca}&=R+\rho\cos(\phi-2\pi/3).
\end{aligned} \tag{18}
\]

The three displacements add to zero. Here \(\rho\ge0\) measures the distortion, \(\phi\) selects its shape, and \(R\) changes the size. Write \(J'=dJ/dR\) and expand each coupling to first order. The displacements of \(bc\) and \(ca\) add to \(-\rho\cos\phi\), so (13) gives

\[
\begin{aligned}
x&=J'\rho\left(\cos\phi+\tfrac12\cos\phi\right)=\tfrac32J'\rho\cos\phi,\\
y&=\tfrac{\sqrt3}{2}J'\rho\left[\cos(\phi-2\pi/3)-\cos(\phi+2\pi/3)\right]\\
&=\tfrac{\sqrt3}{2}J'\rho\,(2\sin\phi\sin(2\pi/3))=\tfrac32J'\rho\sin\phi.
\end{aligned} \tag{19}
\]

Suppose also that \(Q\) is a constant plus a sum of pair functions. Its linear change is proportional to the sum of the displacements and vanishes. Hence

\[
E_\pm=Q_0\pm\tfrac32|J'|\rho+O(\rho^2),\qquad
\Delta E=3|J'|\rho+O(\rho^2), \tag{20}
\]

where \(Q_0\) is the value at the equilateral triangle. If \(J'(R)\ne0\), the two surfaces form an upright circular cone in the plane with Cartesian coordinates \(\rho\cos\phi,\rho\sin\phi\). If \(J'(R)=0\), the linear term is absent and this argument gives no cone.

The lower surface falls linearly away from the apex, so the equilateral triangle is not a stationary point of that surface. Changing \(R\) preserves the degeneracy. The intersection is thus a line in the three-dimensional space of internal coordinates: two conditions, \(x=0\) and \(y=0\), remove two of the three dimensions.

### Sign change around the apex

For \(J'>0\), the matrix in (13) is, to first order,

\[
\tfrac32J'\rho\begin{pmatrix}\cos\phi&\sin\phi\\\sin\phi&-\cos\phi\end{pmatrix},\qquad
v_-(\phi)=\begin{pmatrix}-\sin(\phi/2)\\\cos(\phi/2)\end{pmatrix}. \tag{21}
\]

Multiplying out, the two components become \(\sin(\phi/2)\) and \(-\cos(\phi/2)\) times the prefactor, so \(v_-\) belongs to the lower energy. At \(\phi=0\), where \(ab\) is the longest side, the state is \(|t\rangle\), with a triplet on \(ab\). At \(\phi=\pi\), where \(ab\) is the shortest side, it is \(|s\rangle\) up to sign, with a singlet on \(ab\).

After one circuit, \(v_-(\phi+2\pi)=-v_-(\phi)\): the real electronic eigenvector changes sign although the geometry has returned. A small circuit that excludes the apex does not wind the direction \((x,y)\) around the origin, and the vector returns with its original sign. Both signs were tested, for the London matrix and for full configuration interaction (CI).

## 5. What orbital overlap changes

Atomic orbitals on neighbouring hydrogen atoms are not orthogonal. All permutations in (5) must then be retained. Let \(H_1\), \(H_{ij}\) and \(H_C\) denote the spatial matrix elements for the identity, a pair exchange and a cyclic permutation \(C\). For real orbitals, \(C\) and \(C^{-1}\) have equal spatial elements, because \(\langle abc|\hat H|C^{-1}abc\rangle=\langle C\,abc|\hat H|abc\rangle\).

Their spin operators simplify on doublets. Squaring the sum of exchanges produces three identities and six products of different exchanges, which are \(C\) and \(C^{-1}\) three times each:

\[
\Big(\sum_{i<j}P_{ij}\Big)^2=3+3(C+C^{-1}). \tag{22}
\]

The left side is zero on doublets by (3), so \(C+C^{-1}=-1\). With overlaps \(S_{ij}\) between normalized orbitals, the Hamiltonian and overlap matrices become

\[
\begin{aligned}
\mathbf H&=(H_1-H_C)\mathbf 1-\sum_{i<j}H_{ij}P_{ij},\\
\mathbf N&=(1-S_{ab}S_{bc}S_{ca})\mathbf 1-\sum_{i<j}S_{ij}^2P_{ij}.
\end{aligned} \tag{23}
\]

The energies solve \(\det(\mathbf H-E\mathbf N)=0\), and (16) with pair parameters no longer follows directly. For identical s orbitals on an equilateral triangle, however, all \(H_{ij}\) are equal and all \(S_{ij}=S\). Both exchange sums vanish, leaving

\[
E_+=E_-=\frac{H_1-H_C}{1-S^3}. \tag{24}
\]

The crossing therefore does not rely on neglecting overlap. Nor can ionic configurations split it. A reflection of the triangle that interchanges two sites interchanges their orbitals in (4). Since \(\mathcal A\) changes sign under an exchange in space and spin together, this equals minus the exchange of the two spins. Within the degenerate pair the three such reflections therefore act as the exchange matrices (12), up to sign, and the Hamiltonian commutes with them. A matrix commuting with \(P_{ab}\) is diagonal in \(|s\rangle,|t\rangle\); commuting with \(P_{bc}\), which mixes these states, forces its diagonal elements to be equal. Mixing with other configurations preserves this symmetry type. Symmetry secures the degeneracy of this pair, though not that it is the lowest pair: in a strongly compressed triangle (\(R=0.9\) bohr, aug-cc-pVDZ basis) a nondegenerate state lies just below it. The linear opening of the gap still needs a nonzero slope, which is computed next.

## 6. Equilateral and distorted H3

The calculation uses the 6-31G basis, which has no polarization functions. Full CI is complete within that basis, so it is a reference for the approximations below and not a basis-set limit. The digits quoted belong to this basis: in cc-pVTZ the equilateral full-CI doublet at \(R=2\) bohr lies at \(-1.569\) rather than \(-1.520\) hartree, the quartet at \(-1.254\) rather than \(-1.223\), and the error of the London doublet energy grows from 0.013 to 0.021 hartree. For each distance, full CI on H2 supplies singlet and triplet energies relative to two atoms. By (1), \(Q(r)\) is half their sum and \(J(r)\) half the singlet energy minus the triplet energy. The London model for H3 then takes

\[
Q=3E_{\rm H}+Q(r_{ab})+Q(r_{bc})+Q(r_{ca}). \tag{25}
\]

At \(R=2\) bohr, \(E_{\rm H}=-0.49823\), \(Q(R)=-0.00403\) and \(J(R)=-0.11732\) hartree. The London root is zero, and both doublets lie at

\[
3(-0.49823)+3(-0.00403)=-1.5068\ \text{hartree}. \tag{26}
\]

Full CI for H3 gives \(-1.5197\) hartree, also doubly degenerate. A covalent valence-bond calculation with free-atom 1s orbitals and full overlap gives \(-1.4167\) hartree. The overlap is \(S=0.582\), so \(S^2=0.339\) is not negligible beside 1. The quartet is less well described by the London model: \(-1.155\) hartree, against \(-1.223\) from full CI.

Now distort the triangle with \(\rho=0.1\) bohr and \(\phi=30^\circ\). The pair data are:

| Pair | \(r\) (bohr) | \(Q\) (hartree) | \(J\) (hartree) |
|---|---:|---:|---:|
| ab | 2.0866 | −0.00622 | −0.10792 |
| bc | 1.9134 | −0.00115 | −0.12727 |
| ca | 2.0000 | −0.00403 | −0.11732 |

The differences in (16) are \(0.01935\), \(-0.00995\) and \(-0.00940\) hartree. Hence

\[
\sqrt{\tfrac12(0.01935^2+0.00995^2+0.00940^2)}=0.01676\ \text{hartree}. \tag{27}
\]

The pair values of \(Q\) add to \(-0.01140\), placing the midpoint at \(-1.49470-0.01140=-1.50610\) hartree. The London energies are therefore \(E_-=-1.5229\) and \(E_+=-1.4893\) hartree. Their gap is 0.0335 hartree, or 0.912 eV.

The cone formula predicts nearly the same gap. With \(J'=0.1117\) hartree/bohr, \(3|J'|\rho=3(0.1117)(0.1)=0.0335\) hartree. Full CI gives 0.0315 hartree, or 0.857 eV, and the covalent calculation gives 0.0497 hartree, or 1.353 eV.

Closer to the apex, at \(\rho=0.01\) bohr, the average values of \(\Delta E/\rho\) over six directions are:

| Method | \(\Delta E/\rho\) (hartree/bohr) |
|---|---:|
| London | 0.335 |
| Covalent valence bond | 0.497 |
| Full CI | 0.315 |

For all three methods, the tests confirm that halving \(\rho\) halves the mean gap to within 1%, that the gap varies over the six directions by less than 3% of its mean, and that the midpoint shifts from its equilateral value by less than 5% of the mean gap. The full-CI surfaces thus form a conical intersection at this equilateral geometry.

Relative to full CI in 6-31G, the London slope is 6% too large and the covalent slope 58% too large. These percentages are not converged with the basis. For the triangle with \(\rho=0.1\) bohr and \(\phi=30^\circ\), the full-CI gap falls from 0.0315 hartree to 0.0290 in cc-pVDZ and 0.0279 in cc-pVTZ, while the London gap falls only to 0.0331 and 0.0328. The London excess becomes 14% and 18%, and the covalent excess 68% and 76%. The London model does better here although it ignores overlap explicitly. Its pair energies come from full CI on H2, so they already contain the effects of overlap and ionic mixing within each pair. The covalent calculation retains overlap among all three atoms but omits ionic configurations and keeps the free-atom orbitals fixed. The calculation does not separate the contributions of these two restrictions to its error. Nor does the close London slope at \(R=2\) bohr establish similar accuracy at other sizes or shapes. In 6-31G the London gap near the apex is 27% too large at \(R=1.5\) bohr, 50% too large at 1.2 bohr and 3% too small at 3 bohr, and the quartet energy already shows a larger error at \(R=2\) bohr.

## Computed values

```
Random orthonormal test, largest error: 1.1e-14 hartree
Hubbard error, largest t/U = 0.02: 2.711e-06 U
Hubbard error, largest t/U = 0.01: 1.698e-07 U
Hubbard error ratio on halving t: 15.972
H atom energy, 6-31G: -0.498233 hartree
Equilateral side R: 2.000 bohr
Pair Q(R): -0.004030 hartree
Pair J(R): -0.117320 hartree
dJ/dR at R: 0.111699 hartree/bohr
Atomic 1s overlap at R: 0.581882
Square of that overlap: 0.338587
Equilateral doublet energy, London: -1.506790 hartree
Equilateral doublet energy, covalent VB: -1.416713 hartree
Equilateral doublet energy, full CI: -1.519703 hartree
Equilateral quartet, London: -1.154830 hartree
Equilateral quartet, full CI: -1.222548 hartree
Largest VB or full-CI gap at R = 1.8, 2.0, 2.2 bohr: 8.9e-16 hartree
Scalene triangle: rho = 0.1 bohr, phi = 30 degrees
Pair ab: r = 2.086603 bohr, Q = -0.006220, J = -0.107924 hartree
Pair bc: r = 1.913397 bohr, Q = -0.001150, J = -0.127272 hartree
Pair ca: r = 2.000000 bohr, Q = -0.004030, J = -0.117320 hartree
Scalene London: E- = -1.522857, E+ = -1.489341 hartree
Scalene gap, London: 0.033516 hartree = 0.9120 eV
Scalene covalent VB: E- = -1.440099, E+ = -1.390370 hartree
Scalene gap, covalent VB: 0.049728 hartree = 1.3532 eV
Scalene full CI: E- = -1.534869, E+ = -1.503368 hartree
Scalene gap, full CI: 0.031501 hartree = 0.8572 eV
First-order London gap, 3|J'|rho: 0.033510 hartree
VB spin-matrix test error: 2.2e-16 hartree
Predicted London cone gap/rho, 3|J'|: 0.335097 hartree/bohr
Cone gap/rho at rho = 0.01 bohr, London: 0.335098 hartree/bohr
Cone gap/rho at rho = 0.01 bohr, covalent VB: 0.496924 hartree/bohr
Cone gap/rho at rho = 0.01 bohr, full CI: 0.314957 hartree/bohr
Slope ratio London/full CI: 1.0639
Slope ratio VB/full CI: 1.5778
Circuit radius: 0.1 bohr; excluded circuit centre offset: 0.3 bohr
Circuit sign, London: enclosing -1, excluding +1
Circuit sign, full CI: enclosing -1, excluding +1
```
